Why uniaxial stress along a wire does not drive straight flutes

**Q.** I have a strained single-crystal wire, hot enough for its surface atoms to diffuse. Stressed surfaces can lower their elastic energy by roughening, because troughs concentrate stress and crests relax. Why should the wire not grow flutes, grooves that run along its whole length?

**A.** A groove concentrates stress when it lies across the load, because the force must then pass around it. A straight flute lies along the load, and the force runs past it undisturbed.

To make this exact, let z be the wire axis and D the cross-section, of any shape but the same at every z. The wire is homogeneous and linearly elastic, its side wall is free of traction, and its mean axial strain is held at e. It may contract and shear sideways. Consider the stress

σ_zz = σ, all other components zero, σ uniform.

A uniform stress is in equilibrium. The force per area on a wall with outward normal n is σ_ij n_j, and its one possible component is σ n_z. On a prism the normal is perpendicular to z, so n_z = 0 and the wall is free, however deeply it is fluted.

**Q.** Does the crystal's anisotropy spoil that? And how do you know the wire adopts this state?

**A.** With compliance S_ijkl the strain is ε_ij = S_ij33 σ. It is uniform, so it derives from a displacement linear in the coordinates:

u⁰_x = ε_xx x + ε_xy y
u⁰_y = ε_xy x + ε_yy y
u⁰_z = 2ε_xz x + 2ε_yz y + e z

Its zz component fixes the stress: e = S_3333 σ, or σ = E e with E = 1/S_3333, Young's modulus along the axis. The energy density is

w₀ = ½ σ_ij ε_ij = ½ σ e = ½ E e².

The shape of D appears nowhere.

To see that this is the state adopted, add any displacement v that is periodic in z with period L, so that the mean strain stays e. The energy density is quadratic in strain, so in a length L of volume V

U = w₀V + ∫ σ ∂v_z/∂z dV + ∫ w(v) dV,

where w(v) ≥ 0 is the energy density of the strain of v alone. The divergence theorem turns the middle term into a wall integral, since the two end faces cancel by periodicity:

U = w₀V + σ ∮ n_z v_z dS + ∫ w(v) dV. (1)

On a prism the middle term vanishes for every v. Any added strain then raises the energy, so the uniform state is the minimum and U = w₀V. At fixed cross-sectional area, fluting leaves the elastic energy unchanged at any depth.

**Q.** My wire is loaded by a fixed force, not a fixed strain. Does that matter?

**A.** Let F be the force and A the area of D. Then σ = F/A and e = F/(EA). The energy to minimise, per length, includes the work of the load:

½σeA − Fe = F²/(2EA) − F²/(EA) = −F²/(2EA).

It depends on area alone, so flutes at fixed area again gain nothing.

**Q.** Diffusing atoms respond to the local chemical potential, not to the total energy. What do they see?

**A.** Move the wall outward by a small distance d(S). The displacement field readjusts, but the energy is stationary with respect to it, so to first order U changes by the energy of the added material, ∮ w d dS. With an isotropic surface energy γ and atomic volume Ω, the chemical potential at the wall is, up to a constant,

μ = Ω(w + γκ),

where κ is the curvature. Here w = w₀ all round the wall, so stress produces no gradient.

For the curvature take r = R + δ with δ = a cos nθ and a ≪ R. To first order

κ = 1/r − r″/r² = 1/R − δ/R² − δ″/R² = 1/R + (n² − 1)δ/R²,

because δ″ = −n²δ. For n ≥ 2 the potential is higher on crests than in troughs. Atoms flow from crest to trough, and the flute decays.

The energy says the same. Fixed area requires a small shift b of the mean radius:

π(R + b)² + πa²/2 = πR², so b = −a²/(4R).

The perimeter, to order a², is

∫(r + r′²/(2R)) dθ = 2π(R + b) + πn²a²/(2R) = 2πR + πa²(n² − 1)/(2R).

The cost of a straight flute per length is therefore

ΔG_straight = πγa²(n² − 1)/(2R). (2)

**Q.** Then why do stressed wires have a roughening instability at all?

**A.** Because a wall can also vary along z. Return to equation (1). If n_z ≠ 0 somewhere, choose a small v with σv_z opposite in sign to n_z. The middle term is then negative and first order in v, while the last is second order, so U falls below w₀V. At given volume and mean strain, prisms have the highest elastic energy of all shapes. Relief requires wall that faces partly along the load.

Take a flute whose depth varies along the wire, d = a cos nθ cos kz. To first order

n_z dS = −(∂d/∂z) R dθ dz = ak cos nθ sin kz R dθ dz.

The driving term is proportional to k. For n ≥ 2, an isotropic solid with shear modulus G, and kR ≪ 1, the wire responds mainly by axial sliding. Try

v_z = −c (r/R)ⁿ cos nθ sin kz.

Averaging over z gives a factor ½ in each term. The wall term is −½πσakRc. The shear energy is ½·½G∮ v_z(∂v_z/∂r)R dθ with the sine removed, which is ¼πGnc². The minimum over c is at c = σakR/(Gn), and

ΔU = −πσ²a²k²R²/(4Gn) = −w₀πa² (1 + ν)(kR)²/n,

using G = E/[2(1 + ν)] and σ² = 2Ew₀, with ν Poisson's ratio. The release fades as the flute becomes straight.

**Q.** Does it fade for every n?

**A.** No. Write the release per length as w₀πa² f_n(kR). For n = 0, a wire alternately thick and thin, try a stretch uniform over each section, v_z = −c sin kz, with free lateral contraction. The wall term is −πσakRc and the stretching energy is ¼πEk²R²c². The minimum is at c = 2σa/(EkR), and

ΔU = −πσ²a²/E = −2w₀πa².

So f₀ → 2 as k → 0. The drive weakens as k, but a long wire is so easy to stretch unevenly that the release stays finite: the thin parts take more strain. For n = 1 the centre line is wavy and the wire bends. A deflection −c cos kz has v_z = −ckx sin kz, a wall term −½πσak²R²c and a bending energy πER⁴k⁴c²/16, and the minimum, at c = 4ea/(kR)², is again −2w₀πa². This linear result needs c ≪ a, that is (kR)² ≫ 4e for a wire in tension. In longer waves the wire is pulled nearly straight, it can deflect no further, and the n = 1 release fades.

Within linear elasticity, k → 0 therefore differs from k = 0 in both cases. With no variation along z, n = 0 merely adds material and n = 1 merely shifts the wire sideways.

I also minimised the energy numerically for an isotropic cylinder with ν = 0.179, using polynomials for the radial dependence of all three displacement components. At kR = 0.05 this gives f₀ = 2.001, f₁ = 2.000 and f₂ = 0.00147; the long-wave formula for f₂ also gives 0.00147. These are linear-elastic values. With the tension included, f₁ ≈ 2/[1 + 4e/(kR)²], which at e = 1.5 % and kR = 0.05 is only 0.08.

**Q.** Put numbers on it for a silicon wire.

**A.** Take a [111] wire with R = 150 nm and e = 1.5 %, and assume silicon-like constants C₁₁ = 166, C₁₂ = 64, C₄₄ = 80 GPa. In the cube axes, a stress σ along [111] has all nine components equal to σ/3. The three normal strains are each σ/[3(C₁₁ + 2C₁₂)] and the six off-diagonal ones σ/(6C₄₄). The strain along [111] is one third of the sum of all nine, so

1/E = ⅓[1/(C₁₁ + 2C₁₂) + 1/C₄₄] = ⅓[1/294 + 1/80] GPa⁻¹, E = 189 GPa.

The sum of the normal strains, σ/294 GPa, equals (1 − 2ν)σ/E, which gives ν = 0.179. Then

σ = 188.7 × 0.015 = 2.83 GPa
w₀ = ½ × 2.83 GPa × 0.015 = 21.2 MJ/m³, or 2.65 meV per atom.

That energy is the same on crests and in troughs. For an n = 2 flute with a = 5 nm and a rough γ = 1.3 J/m², equation (2) gives

ΔG_straight = π × 1.3 × 25 × 3/(2 × 150) = 1.02 J/m² · nm = 6.4 eV per nm of wire.

All of this is cost. With Ω = 0.020 nm³, the chemical potential varies round the wall with amplitude 3Ωγa/R² = 0.11 meV per atom, which smooths the flute.

**Q.** And the same flute with its depth modulated along the wire?

**A.** Its surface cost follows as before. For n ≥ 1 the mean of d² is a²/4, so fixed volume gives b = −a²/(8R). The slopes round and along the wire add πn²a²/(4R) and πRk²a²/4 to the area per length. Hence

ΔG = πγa²(n² − 1 + k²R²)/(4R) − w₀πa² f_n(kR).

With the numerical f₂, which treats the wire as isotropic with the E and ν above, the lowest value is near kR = 4.7, a wavelength of about 200 nm:

ΔG ≈ 27 − 49 = −22 eV per nm.

So in this model the same wire, at the same strain and amplitude, rejects the straight flute and favours the modulated one. The modulated flute lowers the energy if

w₀R/γ > (3 + k²R²)/(4f₂).

The smallest value of the right side is 0.94, near kR = 2.3. At this strain and γ that means R above roughly 60 nm. For straight flutes there is no such radius, because no elastic term opposes equation (2). This radius concerns n = 2 only and is not a stability limit for the wire. At the same amplitude the n = 0 and n = 1 modulations lie lower, about −52 and −26 eV per nm near kR = 5. For n = 0 the surface term is πγa²(k²R² − 1)/(2R), which is negative for kR < 1 even without stress.

**Q.** My wires are core-shell. Am I safe from straight flutes?

**A.** Not in general, because the stress is then not purely axial. Let core and shell have the same isotropic moduli, and let the unstressed core be larger than the shell by a fraction m along z and m_t sideways. At common axial strain e, a free core would have lateral strain m_t − ν(e − m) and a free shell −νe. They fit without lateral stress if m_t + νm = 0. For equal misfit in all directions the mismatch is (1 + ν)m, and the shell carries hoop stress. A straight flute lies across that stress.

As an example, take a round core of radius 0.6R, 1 % misfit in all directions, zero total axial strain and the same E and ν. I minimised the energy over polynomial displacements plus the field of a misfitting core. Fluting the outer wall with n = 4 and a = 0.1R, at fixed area, lowers the elastic energy by 2.5 % of its value in the round wire; a more complete set of displacements brings this to 2.6 %. The wall energy density is much higher in the troughs than on the crests. Whether such flutes grow depends on the surface cost as well.

**Q.** How close is the silicon example to a real wire?

**A.** The elastic constants are of the right size for silicon at room temperature; a hot wire is somewhat softer, which lowers w₀ at the same strain. The result for straight flutes holds for the full cubic crystal, but the modulated flute was treated as isotropic, with G = E/[2(1 + ν)] = 80 GPa. For shear between planes normal to [111] the cubic constants give (C₁₁ − C₁₂ + C₄₄)/3 = 61 GPa, so the energy of the modulated flute and the critical radius are estimates. With the full cubic constants the lowest energy becomes −28 instead of −22 eV per nm, near kR = 5.2, and the critical radius about 51 instead of 58 nm. A strain of 1.5 % is high, and it may not survive heating. The largest resolved shear stress on the {111}⟨110⟩ slip systems is 0.272 × 2.83 = 0.77 GPa. Bowing a dislocation across the wire takes roughly Gb/R = 0.2 GPa, where b is the Burgers vector. A dislocation already present could therefore glide and relax the strain, which lowers w₀ and raises the critical radius.

Slight bending breaks the uniformity of w. A bending strain of 0.01 % at the wall changes Ωw by ±ΩEe × 10⁻⁴ = ±0.035 meV per atom, a third of the capillary amplitude above. To first order it varies as cos θ, so it moves material from one side of the wire to the other. The term quadratic in the bending strain varies as cos 2θ and does favour n = 2. Here it is only 6 × 10⁻⁵ meV per atom, but at 0.5 % bending it is 0.15 meV, above the capillary amplitude.

A surface stress of roughly 1 J/m² acts through the wall strains e and −νe. To first order it changes the surface energy by 1.0 × (1 − ν)e/γ, about 1 %. Real silicon walls are also faceted. That alters the surface costs, and facets may themselves favour a non-round section, but it leaves w₀ uniform.

Finally, the argument needs a free wall and a long body. Near a substrate, over a height comparable with the width, the base restrains lateral contraction and the stress is not uniaxial. A tall, narrow mesa loaded along its height qualifies away from its ends; a squat one does not.

Numerical values quoted here were computed with a short program.
